# The f-sum rule in the gapped Levine-Louie model of absorption

## Definitions and conventions

Hartree atomic units are used in the derivations ($\hbar=m=e=1$), so frequency and energy are the same quantity. The numerical example is in eV and nm$^{-1}$. A uniform electron gas of density $n$ has plasma frequency $\omega_p$ with $\omega_p^2=4\pi n$, and Fermi wavevector $k_F=(3\pi^2n)^{1/3}$. Its states are plane waves with occupation $f_{\mathbf k}$, which depends on $|\mathbf k|$ alone, and

$$n=2\int\!\frac{d^3k}{(2\pi)^3}\,f_{\mathbf k},$$

where the factor 2 counts spin. Moving an electron from $\mathbf k$ to $\mathbf k+\mathbf q$ costs the energy

$$\Delta_{\mathbf k}=\tfrac12|\mathbf k+\mathbf q|^2-\tfrac12k^2=\tfrac12q^2+\mathbf k\cdot\mathbf q .$$

The Lindhard dielectric function is the response of this gas in the random-phase approximation:

$$\varepsilon^L(q,\omega)=1-\frac{4\pi}{q^2}\,2\!\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\omega-\Delta_{\mathbf k}+i0}. \tag{1}$$

Its imaginary part $\varepsilon_2^L$ is the absorption. The Levine-Louie model opens a gap $\lambda$ in it:

$$\varepsilon_2(q,\omega)=\begin{cases}0,&0<\omega<\lambda,\\[2pt]\varepsilon_2^L\!\left(q,\sqrt{\omega^2-\lambda^2}\right),&\omega>\lambda.\end{cases}\tag{2}$$

The gap may depend on $q$ but not on $\omega$. The density is the same in the gapped and the gapless gas. The result to be derived is

$$\int_0^\infty\omega\,\varepsilon_2(q,\omega)\,d\omega=\frac{\pi}{2}\,\omega_p^2\qquad\text{for every }q>0. \tag{3}$$

The right-hand side contains neither $q$ nor $\lambda$.

## First derivation: counting transitions

**The gapless gas.** Since $\operatorname{Im}\,(x+i0)^{-1}=-\pi\delta(x)$, equation (1) gives

$$\varepsilon_2^L(q,\omega)=\frac{4\pi^2}{q^2}\,2\!\int\!\frac{d^3k}{(2\pi)^3}\,(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\,\delta(\omega-\Delta_{\mathbf k}). \tag{4}$$

Relabel $\mathbf k\to-\mathbf k-\mathbf q$. Because $f$ depends on $|\mathbf k|$ alone, this exchanges $f_{\mathbf k}$ and $f_{\mathbf k+\mathbf q}$, and it turns $\Delta_{\mathbf k}$ into $\tfrac12q^2-\mathbf k\cdot\mathbf q-q^2=-\Delta_{\mathbf k}$. Hence $\varepsilon_2^L$ is odd in $\omega$, and $\omega\varepsilon_2^L$ is even. The integral over positive frequencies is half of that over all frequencies, where the delta function replaces $\omega$ by $\Delta_{\mathbf k}$:

$$\int_0^\infty\!\omega\,\varepsilon_2^L\,d\omega=\frac12\,\frac{4\pi^2}{q^2}\,2\!\int\!\frac{d^3k}{(2\pi)^3}(f_{\mathbf k}-f_{\mathbf k+\mathbf q})\Delta_{\mathbf k}.$$

By the same relabelling, the term $-f_{\mathbf k+\mathbf q}\Delta_{\mathbf k}$ contributes as much as $f_{\mathbf k}\Delta_{\mathbf k}$. This cancels the factor $\tfrac12$. In the remaining integral the part $\mathbf k\cdot\mathbf q$ averages to zero over directions, so that

$$2\!\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\Delta_{\mathbf k}=\frac{nq^2}{2}, \tag{5}$$

$$\int_0^\infty\!\omega\,\varepsilon_2^L\,d\omega=\frac{4\pi^2}{q^2}\,\frac{nq^2}{2}=2\pi^2n=\frac{\pi}{2}\,\omega_p^2. \tag{6}$$

The factor $q^2$ in the mean recoil energy cancels the $1/q^2$ of the Coulomb interaction, which is why no wavevector survives.

**The gap.** Put $x=\sqrt{\omega^2-\lambda^2}$ in the integral for the gapped model. Then $x^2=\omega^2-\lambda^2$, and with $\lambda$ constant in $\omega$, $x\,dx=\omega\,d\omega$. The lower limit $\omega=\lambda$ becomes $x=0$:

$$\int_\lambda^\infty\!\omega\,\varepsilon_2^L\!\left(q,\sqrt{\omega^2-\lambda^2}\right)d\omega=\int_0^\infty\!x\,\varepsilon_2^L(q,x)\,dx=\frac{\pi}{2}\omega_p^2 .$$

This is (3). For a single transition of energy $\Delta>0$, the line $\delta(x-\Delta)$ becomes a line at $E=\sqrt{\Delta^2+\lambda^2}$. Since $dx/d\omega=\omega/x=E/\Delta$ there,

$$\delta\!\left(\sqrt{\omega^2-\lambda^2}-\Delta\right)=\frac{\Delta}{E}\,\delta(\omega-E).$$

Each transition moves up in energy and its weight in $\varepsilon_2$ falls in the same proportion. Weight times energy, which is what the sum rule counts, is unchanged line by line.

**What is not preserved.** Let $M_p=\int_0^\infty x^p\varepsilon_2^L\,dx$. A rigid shift, $\varepsilon_2^L(q,\omega-\lambda)$, gives $\int(x+\lambda)\varepsilon_2^L\,dx=M_1+\lambda M_0$, which is too large. Deleting the gapless absorption below $\lambda$ without moving it loses strength wherever there was some. Even in the model (2) other moments change. With $\omega^3d\omega=(x^2+\lambda^2)\,x\,dx$, the third moment becomes $M_3+\lambda^2M_1$. The strength collected up to a frequency $\Omega>\lambda$ equals what the gapless gas collects up to $\sqrt{\Omega^2-\lambda^2}$, which is less or equal. If $\lambda$ varied with $\omega$, then $\omega\,d\omega=x\,dx+\lambda\lambda'd\omega$, and the extra term $\int\lambda\lambda'\varepsilon_2\,d\omega$ would in general spoil the rule.

**Shape of the band and the limit $q\to0$.** At zero temperature the integral (4) can be done by slices. The delta function fixes the component of $\mathbf k$ along $\mathbf q$ at $k_1=\omega/q-q/2$, with Jacobian $1/q$, and the final state then has component $k_2=k_1+q=\omega/q+q/2$. The occupied slices are discs of area $\pi(k_F^2-k_{1,2}^2)_+$, where $(y)_+$ means $y$ if positive and zero otherwise. The prefactor is $(4\pi^2/q^2)(2/8\pi^3)(\pi/q)=1/q^3$, so

$$\varepsilon_2^L=\frac{(k_F^2-k_1^2)_+-(k_F^2-k_2^2)_+}{q^3}. \tag{7}$$

The band ends where $k_1=k_F$, at $\omega=qk_F+q^2/2$. For $q<2k_F$ it starts at zero and has a kink at $qk_F-q^2/2$, where the second disc vanishes. For $q>2k_F$ it starts at $q^2/2-qk_F$. In the gapped model each of these energies is added to $\lambda$ in quadrature.

As $q\to0$ the whole gapless band shrinks to zero energy, so for a gap that stays nonzero in this limit the gapped band closes on $\omega=\lambda$. Its first moment stays at $\tfrac{\pi}{2}\omega_p^2$, hence

$$\varepsilon_2(q\to0,\omega)\to\frac{\pi\omega_p^2}{2\lambda}\,\delta(\omega-\lambda)\qquad(\omega>0).$$

At $q=0$ the rule therefore holds as a limit, with all the strength in one line.

## Second derivation: analyticity and the high-frequency tail

This route does not integrate the absorption. It uses the complex dielectric function at large frequency, and zero temperature is assumed.

**The response as a function of squared frequency.** In (1), relabel $\mathbf k\to-\mathbf k-\mathbf q$ in the term with $f_{\mathbf k+\mathbf q}$. For $\omega$ in the upper half-plane the two terms combine as

$$\frac1{\omega-\Delta_{\mathbf k}}-\frac1{\omega+\Delta_{\mathbf k}}=\frac{2\Delta_{\mathbf k}}{\omega^2-\Delta_{\mathbf k}^2},$$

both multiplied by $f_{\mathbf k}$. With $s=\omega^2$,

$$\varepsilon^L=1+\frac{4\pi}{q^2}\,2\!\int\!\frac{d^3k}{(2\pi)^3}\,f_{\mathbf k}\,\frac{2\Delta_{\mathbf k}}{\Delta_{\mathbf k}^2-s}. \tag{8}$$

One may insert the factor $1-f_{\mathbf k+\mathbf q}$, because the piece with $f_{\mathbf k}f_{\mathbf k+\mathbf q}$ changes sign under the relabelling and integrates to zero. At zero temperature the transitions that remain lead from inside the Fermi sphere to outside it, so they have $\Delta_{\mathbf k}>0$. Equation (8) is thus a sum of terms $2\Delta/(\Delta^2-s)$ with positive weights. It is analytic in $s$ except on the real axis at $s\ge0$.

**Inserting the gap.** Define

$$\varepsilon(q,\omega)=\varepsilon^L\big|_{s=\omega^2-\lambda^2}. \tag{9}$$

For $\omega$ in the upper half-plane, $\omega^2$ is never real and non-negative. Either $\omega^2$ is complex, and so is $s$, or $\omega$ is imaginary and $s<-\lambda^2$. The function (9) is therefore analytic there, as a causal response must be. Just above the real axis with $\omega>\lambda$, $s$ lies just above $\omega^2-\lambda^2$, and the imaginary part is $\varepsilon_2^L(q,\sqrt{\omega^2-\lambda^2})$. For $0<\omega<\lambda$, $s$ is negative and $\varepsilon$ is real. So (9) has the absorption (2), and its real part is the Kramers-Kronig partner of that absorption. Inside the gap it is the Lindhard function at an imaginary frequency.

**The tail.** The transition energies in (8) are bounded by $qk_F+q^2/2$. When $|s|$ is much larger than the square of this bound, $\Delta^2$ may be dropped in the denominator, and (5) gives

$$\varepsilon-1\simeq-\frac{4\pi}{q^2}\,\frac1s\,2\!\int\!\frac{d^3k}{(2\pi)^3}f_{\mathbf k}\,2\Delta_{\mathbf k}=-\frac{4\pi}{q^2}\,\frac{nq^2}{s}=-\frac{\omega_p^2}{\omega^2-\lambda^2}\simeq-\frac{\omega_p^2}{\omega^2}. \tag{10}$$

The gap enters the tail at order $1/\omega^4$ and leaves its leading coefficient alone.

**The contour.** Integrate $\omega(\varepsilon-1)$ from $-R$ to $R$ just above the real axis and back along the semicircle $\omega=Re^{i\theta}$, $0<\theta<\pi$. Nothing singular is enclosed, so the total is zero. On the arc the integrand tends to $-\omega_p^2/\omega$, and $d\omega/\omega=i\,d\theta$, so the arc gives $-i\pi\omega_p^2$. Hence

$$\int_{-\infty}^{\infty}\omega(\varepsilon-1)\,d\omega=i\pi\omega_p^2 .$$

The imaginary part is $\int_{-\infty}^\infty\omega\varepsilon_2\,d\omega=\pi\omega_p^2$. The integrand is even, and half of this is (3).

**The loss function.** Fast electrons in a solid lose energy according to $\operatorname{Im}(-1/\varepsilon)$. The same contour applies to $1/\varepsilon$ if $\varepsilon$ has no zero in the upper half-plane. From (8), a complex $s$ gives $\operatorname{Im}\varepsilon$ the sign of $\operatorname{Im}s$, so $\varepsilon\ne0$; for $s<0$ every term is positive and $\varepsilon>1$. There is no zero. At large $\omega$, $1/\varepsilon-1\simeq+\omega_p^2/\omega^2$, the opposite sign to (10), and therefore

$$\int_0^\infty\omega\,\operatorname{Im}\!\left[-\frac1{\varepsilon(q,\omega)}\right]d\omega=\frac\pi2\,\omega_p^2. \tag{11}$$

A zero of $\varepsilon$ on the real axis, at $\omega_{\rm pl}(q)$, is a plasmon and must be included. Near it $\varepsilon\simeq\varepsilon'\,(\omega-\omega_{\rm pl}+i0)$, where $\varepsilon'=\partial\varepsilon/\partial\omega$, so the loss function contains $(\pi/\varepsilon')\,\delta(\omega-\omega_{\rm pl})$ and the plasmon adds $\pi\omega_{\rm pl}/\varepsilon'$ to (11).

**Long waves.** For $q\to0$ at fixed $s\neq0$ the energies $\Delta$ vanish, and the step leading to (10) holds without $|s|$ being large:

$$\varepsilon(q\to0,\omega)=1+\frac{\omega_p^2}{\lambda^2-\omega^2}. \tag{12}$$

The static permittivity is $1+\omega_p^2/\lambda^2$, and the plasmon, where (12) vanishes, lies at $\sqrt{\omega_p^2+\lambda^2}$.

## A polymer resist in numbers

Take the valence electrons of PMMA, repeat unit C$_5$H$_8$O$_2$, with rough values: density 1.2 g/cm$^3$, absorption threshold 5 eV, optical permittivity 2.2. The unit has $5\cdot4+8+2\cdot6=40$ valence electrons and molar mass 100.12 g/mol, so

$$n=\frac{1.2\times40}{100.12}\times6.022\times10^{23}\ \text{cm}^{-3}=288.7\ \text{nm}^{-3}.$$

This gives $\omega_p=19.95$ eV, $k_F=20.4$ nm$^{-1}$ and a Fermi energy of 15.9 eV. These digits belong to the model at the rough density. Since $\omega_p$ scales as the square root of the density, 1.18 g/cm$^3$ would lower $n$ to 284 nm$^{-3}$ and $\omega_p$ to 19.8 eV, and would lower the long-wave plasmon energies given below by about 0.2 eV and the permittivity of the 5 eV gap by about 0.3. The sum should be $\tfrac\pi2(19.95)^2\approx625$ eV$^2$.

Direct integration over $\omega$ at $q=2$, 10, 30 and 60 nm$^{-1}$, the last above $2k_F=40.9$ nm$^{-1}$, gives a ratio to this target of 1.0000000 for each of three gaps: zero, 5 eV and 18.2 eV. Meanwhile the band changes greatly. With the 5 eV gap it runs from 5.0 to 6.0 eV at 2 nm$^{-1}$, and from 44 to 231 eV at 60 nm$^{-1}$. A separate count of the allowed transitions at 10 nm$^{-1}$, on a mesh of initial states in the Fermi sphere, gives 1.000006 of the target with 1000 points per direction and 0.999996 with 2000.

Now hold $q=10$ nm$^{-1}$ and $\lambda=5$ eV.

- The rigid shift gives 1.472 times the target. The excess is $\lambda M_0/M_1=0.472$, so the mean energy of the gapless absorption is $M_1/M_0=5/0.472=10.6$ eV.
- Deleting the absorption below 5 eV leaves 0.967 of the target.
- The model (2) keeps the first moment but raises the third by a factor 1.156.
- Below 10 eV it collects 17.2% of the sum, against 26.4% without a gap. The first figure is what the gapless gas collects up to $\sqrt{100-25}=8.7$ eV.

The real part from a numerical Kramers-Kronig integral agrees with (9) to the five decimals printed, for instance 4.16627 at 3 eV, inside the gap, and $-1.55979$ at 16 eV, inside the band.

In the loss function at the same $q$ and $\lambda$, the plasmon at 24.5 eV lies above the band, which ends at 20.0 eV, and carries 95.0% of the sum (11); the continuum carries 5.0%. At 30 nm$^{-1}$ there is no plasmon outside the band, and the continuum carries everything.

**The sum rule does not choose the gap.** With $\lambda=5$ eV, (12) gives a static permittivity of $1+398/25=16.9$, against the rough 2.2 of the polymer. Fitting the permittivity instead requires $\lambda=\omega_p/\sqrt{1.2}=18.2$ eV, and the model is then transparent up to 18 eV. The long-wave plasmon is at 20.6 eV for the first gap and 27.0 eV for the second. Both versions satisfy (3) and (11).

**Beside the real material.** PMMA is transparent to visible light, absorbs from roughly 5 eV upwards over a broad range, and has its main energy-loss peak at roughly 20 eV. The threshold gap thus places the loss peak reasonably and fails for the permittivity; the fitted gap does the reverse. Within this model no single gap gives both the 5 eV threshold and the permittivity of 2.2, because at long waves one gap puts the whole absorption into one line. Taking the threshold as that gap raises the permittivity by a factor of almost eight. A spread of gaps can match both numbers, but the position of the loss peak then depends on how the strength is spread. The other omissions can be sized as follows.

- *Lifetime.* Adding a damping term $-i\gamma\omega$ to the denominator of (12), with a rough width $\gamma=10$ eV and $\lambda=5$ eV, places 18% of the absorption sum below the gap, but 0.2% of the loss sum. The 18% does not measure the strength of the damping: the undamped line sits exactly at the gap, so a very narrow width would put almost half of the sum just below it. What matters for the edge is that the damped form absorbs at every frequency inside the gap, which makes a constant width unsuitable for the absorption edge of a transparent polymer.
- *Core electrons.* They are 14 of the 54 electrons in the unit, or 26%. A sum over all electrons would be $54/40=1.35$ times the one used here.
- *Exchange in the local field.* With $P=\varepsilon-1$, the Hubbard form replaces $P$ by $P/(1-GP)$, where $G=\tfrac12q^2/(q^2+k_F^2)=0.097$ at 10 nm$^{-1}$. The plasmon falls from 24.5 to 23.8 eV. Since $P\to0$ at high frequency, the leading tail (10) is unchanged.
- *Temperature.* At 300 K, $k_BT$ is 0.16% of the Fermi energy. By the first derivation the sum itself does not move at fixed density. The numerical check takes $k_BT$ equal to a tenth of the Fermi energy and keeps the chemical potential, not the density, at its zero-temperature value. The sum divided by $2\pi^2n$, with $n$ the density of that hot gas, is 1.0000000.

## What each derivation assumes

Both derivations rest on (5), the mean recoil energy $q^2/2$ per electron. It needs a parabolic band and an occupation without net current. Zero current alone does not give (3): both derivations also use the relabelling $\mathbf k\to-\mathbf k-\mathbf q$, which requires $f_{-\mathbf k}=f_{\mathbf k}$, and without that symmetry $\omega\varepsilon_2$ is not even in $\omega$. They use it at different places: the first as the moment of the absorption, the second as the coefficient of the tail.

The first derivation needs no causality and no real part. It holds for any occupation that depends on $|\mathbf k|$ alone, so it covers finite temperature without change. It depends on the particular substitution (2), since the Jacobian must turn $\omega\,d\omega$ into $x\,dx$. It shows where each piece of strength goes, and hence what happens to partial sums and other moments. By itself it says nothing about the loss function, which requires the real part.

The second derivation needs the complex function (9), its analyticity in the upper half-plane, and a tail that holds uniformly on the large arc. At zero temperature and fixed $q$ the bounded band guarantees the last point. A thermal occupation has no highest transition energy, and the arc close to the real axis would need a separate estimate. In return the argument does not depend on the form of the gap. Any change of the response that keeps it analytic and keeps the coefficient $\omega_p^2$ of the tail preserves the sum. The damped form of (12) is an example: its poles lie in the lower half-plane and its tail is $-\omega_p^2/\omega^2$, although it is not obtained from (2). The same argument gives (11) once zeros in the upper half-plane are excluded.

The second view also explains why the rule is a weak test of a resist model. It fixes one number, the response of the electrons at frequencies so high that they move as if free. The gap concerns their binding, which enters at the next order in $1/\omega^2$. The permittivity, the absorption edge and the position of the loss peak have to be secured by other means.

## Values computed for the example and the checks

```
density (rough input): 1.2 g/cm3
absorption threshold (rough input): 5.0 eV
optical permittivity (rough input): 2.2
molar mass of repeat unit: 100.12 g/mol
valence electrons per unit: 40
valence electron density: 288.7 nm^-3
plasma energy: 19.953 eV
Fermi wavevector: 20.447 nm^-1
Fermi energy: 15.929 eV
f-sum target (pi/2) wp^2: 625.34 eV^2
gap fitted to permittivity: 18.214 eV
sum/target at gap = 0, threshold, fitted:
  q =    2 nm^-1: 1.0000000  1.0000000  1.0000000
  q =   10 nm^-1: 1.0000000  1.0000000  1.0000000
  q =   30 nm^-1: 1.0000000  1.0000000  1.0000000
  q =   60 nm^-1: 1.0000000  1.0000000  1.0000000
band start, kink, end with threshold gap:
  q =    2 nm^-1: 5.000  5.812  5.974 eV
  q =   10 nm^-1: 5.000  12.789  20.025 eV
  q =   30 nm^-1: 5.000  13.419  81.186 eV
  q =   60 nm^-1: 43.960  43.960  230.698 eV
below: q = 10 nm^-1, threshold gap, unless stated
gapless band kink, end: 11.771, 19.391 eV
transition count/target, mesh 1000: 1.000006
transition count/target, mesh 2000: 0.999996
mesh shift: -1.0e-05
rigid shift, sum/target: 1.4718
cut below gap, sum/target: 0.9670
third moment, gapped/gapless: 1.1561
share of sum below 10 eV, gapless: 0.2644
share of sum below 10 eV, gapped: 0.1717
eps1 at 3 eV, KK and substituted: 4.16627, 4.16627
eps1 at 9 eV, KK and substituted: 4.50939, 4.50939
eps1 at 16 eV, KK and substituted: -1.55979, -1.55979
eps1 at 40 eV, KK and substituted: 0.71763, 0.71763
static permittivity, q to 0, threshold gap: 16.92
long-wave plasmon, threshold gap: 20.57 eV
long-wave plasmon, fitted gap: 27.02 eV
plasmon at 10 nm^-1: 24.530 eV
loss share, continuum: 0.05020
loss share, plasmon: 0.94980
loss share at 30 nm^-1, continuum only: 1.00000
hot gas (T = 0.1 EF), sum/target: 1.0000000
kT/EF at 300 K: 0.00162
Hubbard local-field factor: 0.0965
plasmon with local field: 23.779 eV
damping width (rough input): 10 eV
damped, q to 0: absorption sum below gap: 0.1817
damped, q to 0: loss sum below gap: 0.0016
core share of all electrons: 0.2593
```
